# Threshold step from one interface electron in a 20 nm gate

## Problem

An n-channel MOS transistor has a gate of width $W=20$ nm and length $L=20$ nm. Its equivalent oxide thickness (EOT) is $t=1$ nm, defined with relative permittivity $\kappa=3.9$. A neutral trap at the interface between oxide and semiconductor captures one electron. In the charge-sheet picture the electron's charge is spread evenly over the gate area.

(a) Derive the change $\Delta V_{\rm th}$ of the threshold voltage, and show whether it depends on the doping.

(b) Evaluate it, and find how it responds to small errors in $W$, $L$ and $t$.

(c) Find the change of surface potential when the gate voltage is held fixed instead. Evaluate it for a semiconductor replaced by a linear dielectric layer of depth $d=10$ nm and relative permittivity $\kappa_s=12$, with its far side at fixed potential.

(d) Find the threshold step when the electron sits inside the oxide, a distance $x$ from the interface.

(e) The electron is really a point charge. Determine what the sheet describes correctly in the linear layer of part (c), and what it misses.

SI units are used, with lengths in nm and voltages in mV.

## Solution

### (a) The threshold step

Let $q>0$ be the elementary charge and $A=WL$. The $z$ axis points from the gate into the semiconductor, with the metal surface at $z=-t$ and the interface at $z=0$. The model has no fringing fields, no depletion inside the gate and a drain voltage small enough to treat the semiconductor as in equilibrium. Threshold means a chosen number of inversion electrons per area, $N_{\rm inv}$.

The potential $\psi(z)$ is measured from the neutral bulk, and $\psi_s=\psi(0)$. The flat-band voltage $V_{FB}$ is the gate voltage that gives $\psi=0$ throughout the semiconductor before capture. With no charge inside the oxide, its field is uniform:

$$
E_{ox}=\frac{V_G-V_{FB}-\psi_s}{t}.
$$

Let $Q_s$ be the semiconductor charge per area and $Q_t$ the trapped charge per area. Take a Gauss box from inside the oxide to the neutral bulk, where the field vanishes. The outward flux through its oxide face is $-\varepsilon_0\kappa E_{ox}$ per area, so

$$
-\varepsilon_0\kappa E_{ox}=Q_s+Q_t .
$$

Inserting the field and defining $C_{ox}=\varepsilon_0\kappa/t$ gives

$$
V_G-V_{FB}=\psi_s-\frac{Q_s+Q_t}{C_{ox}}. \tag{1}
$$

The next question is whether $\psi_s$ and $Q_s$ change when $N_{\rm inv}$ is held fixed. With classical statistics and uniform doping, the charge density $\rho$ depends on position only through $\psi$. Poisson's equation is $\varepsilon_s\psi''=-\rho(\psi)$, with $\varepsilon_s$ the semiconductor permittivity. Multiplying by $\psi'$ and integrating from the bulk, where $\psi=\psi'=0$, gives

$$
\frac{\varepsilon_s}{2}(\psi')^2=-\int_0^\psi \rho(u)\,du .
$$

For positive $\psi$ in a p-type semiconductor $\rho$ is negative, so the right side is positive. The slope is therefore a definite function of the local potential, $|\psi'|=G(\psi)$. If $n(\psi)$ is the electron density and $n_0$ its bulk value, then $dz=-d\psi/G(\psi)$ and

$$
N_{\rm inv}=\int_0^\infty [n(\psi(z))-n_0]\,dz
=\int_0^{\psi_s}\frac{n(\psi)-n_0}{G(\psi)}\,d\psi .
$$

The last integrand is positive, so $N_{\rm inv}$ grows steadily with $\psi_s$. A fixed $N_{\rm inv}$ thus fixes $\psi_s$. It also fixes $Q_s=-\varepsilon_sG(\psi_s)$.

Now write equation (1) before capture, with $Q_t=0$, and after capture, with $Q_t=-q/A$. Subtracting the first from the second cancels $V_{FB}$, $\psi_s$ and $Q_s$:

$$
\boxed{\Delta V_{\rm th}=-\frac{Q_t}{C_{ox}}=\frac{q}{A C_{ox}}
=\frac{q\,t}{\varepsilon_0\kappa WL}}. \tag{2}
$$

The sign is positive: a more positive gate is needed to recover the same inversion charge. In this model of uniform doping and a charge sheet, doping affects the threshold voltage itself but not this step.

The gate carries the charge that balances the trapped electron. Its charge per area is $\varepsilon_0\kappa E_{ox}=-Q_s-Q_t$, which rises by $q/A$ at fixed $Q_s$. The extra oxide field is $q/(\varepsilon_0\kappa A)$, and multiplying it by $t$ gives the step.

### (b) Numbers and geometric variability

The area is $20\times20=400$ nm$^2$, or $4.00\times10^{-16}$ m$^2$. One electron in this area is a sheet of $0.0025$ electrons per nm$^2$. The oxide capacitance per area is

$$
C_{ox}=\frac{3.9\times8.854\times10^{-12}\ {\rm F/m}}{1.00\times10^{-9}\ {\rm m}}
=0.03453\ {\rm F/m^2}.
$$

The capacitance of the whole gate is $AC_{ox}=1.381\times10^{-17}$ F, or 13.81 aF. Therefore

$$
\Delta V_{\rm th}=\frac{1.602\times10^{-19}\ {\rm C}}{1.381\times10^{-17}\ {\rm F}}
=0.0116\ {\rm V}=11.6\ {\rm mV}.
$$

In atomic units this is $4.26\times10^{-4}$ hartree per elementary charge. Since the oxide is 1 nm thick, the extra field is 11.6 mV/nm.

For small geometric errors, take the logarithm of equation (2) and differentiate:

$$
\frac{\delta(\Delta V_{\rm th})}{\Delta V_{\rm th}}
\simeq\frac{\delta t}{t}-\frac{\delta W}{W}-\frac{\delta L}{L}.
$$

A gate 1 nm short in both directions has $\delta W/W=\delta L/L=-0.05$, so the first-order increase is 10%. Equation (2) without this expansion gives $11.6\times400/361=12.9$ mV, an increase of 11%. Doubling both $W$ and $L$ reduces the step to one quarter, 2.9 mV.

The cancellation of doping can be seen in a nonlinear example. Take a p-type semiconductor with relative permittivity 12, intrinsic density $10^{-11}$ nm$^{-3}$ and temperature 300 K. These are round model parameters. The depletion layer in the cases below is between 21 and 37 nm deep, which exceeds the gate length. The example therefore illustrates the one-dimensional model and does not describe a real 20 nm transistor, where fields from the source, drain and sides also matter. The classical continuum is itself strained here. The inversion layer it predicts is less than 0.5 nm thick, so real electrons would be quantum confined. In the third row the surface electron density is 0.024 nm$^{-3}$, near the onset of degeneracy in silicon. The depleted volume under a 400 nm$^2$ gate would hold only about 14 to 25 discrete acceptors. The Poisson equation with Boltzmann carriers was solved on a grid by Newton iteration, and the gate voltage was adjusted until $N_{\rm inv}$ had the required value. The voltages below are $V_G-V_{FB}$ in mV. The grid makes each of them inaccurate by up to about 0.2 mV, but this error is the same before and after capture and cancels in the step.

| Acceptors (nm$^{-3}$) | $N_{\rm inv}$ (nm$^{-2}$) | Before | After |
|---|---|---|---|
| 0.001 | 0.001 | 1139.97 | 1151.57 |
| 0.003 | 0.001 | 1309.60 | 1321.20 |
| 0.001 | 0.010 | 1249.93 | 1261.53 |

Tripling the doping raises the starting voltage by about 170 mV, and the stricter inversion criterion raises it by about 110 mV. Each row nevertheless has a step of 11.6 mV.

The lower criterion corresponds to $0.001\times400=0.4$ inversion electrons under the gate. This number is an average in a continuum model. It is a reminder that a device this small need not behave like a smooth sheet of mobile charge.

### (c) Surface potential at fixed gate voltage

If the gate voltage is held fixed, the semiconductor must respond to the trapped charge. For a small change write $\delta Q_s=-C_s\,\delta\psi_s$, where $C_s=-dQ_s/d\psi_s$ is the semiconductor capacitance per area. The change of equation (1) is then

$$
0=\delta\psi_s-\frac{-C_s\delta\psi_s-q/A}{C_{ox}}
=\left(1+\frac{C_s}{C_{ox}}\right)\delta\psi_s+\frac{q}{AC_{ox}} .
$$

Multiplying by $C_{ox}$ and solving for $\delta\psi_s$ gives

$$
\delta\psi_s=-\frac{q}{A(C_{ox}+C_s)}. \tag{3}
$$

The two capacitances add because the balancing charge is shared between the gate and the semiconductor. For the linear layer,

$$
C_s=\frac{\varepsilon_0\kappa_s}{d}=0.01063\ {\rm F/m^2},
$$

and equation (3) gives

$$
\delta\psi_s=-\frac{1.602\times10^{-19}}{4.00\times10^{-16}\,(0.03453+0.01063)}\ {\rm V}
=-8.87\ {\rm mV}.
$$

This is smaller in size than the threshold step because it answers a different question. Without a trapped charge, a gate change $\delta V_G$ moves the surface potential by $\delta V_G\,C_{ox}/(C_{ox}+C_s)$. To undo equation (3), the gate must therefore supply

$$
\delta V_G=\frac{C_{ox}+C_s}{C_{ox}}\,
\frac{q}{A(C_{ox}+C_s)}=\frac{q}{AC_{ox}},
$$

which is equation (2) again.

Two limits separate the quantities. If $C_s\ll C_{ox}$, the surface potential falls by nearly the full threshold step. If $C_s\gg C_{ox}$, the surface potential hardly moves, but the threshold step keeps its value. A dense classical inversion layer approaches this limit. In a real inversion layer, quantum confinement holds the electrons roughly 1 nm below the interface. This limits $C_s$ to about $\varepsilon_s/(1\ {\rm nm})\approx3C_{ox}$ for this oxide, so the surface potential still falls by about 3 mV. In the first nonlinear case of the table, the surface potential falls by 9.41 mV at fixed gate voltage. Equation (3) with the value of $C_s$ before capture gives 9.21 mV, and the difference arises because $C_s$ changes over the step.

The step also links the trap to current noise. In the sheet model at small fixed drain voltage, suppose that the current depends on the gate only through the semiconductor state. The state after capture at gate voltage $V_G$ is the state before capture at $V_G-\Delta V_{\rm th}$. The current change is thus

$$
\delta I=I(V_G-\Delta V_{\rm th})-I(V_G)\simeq-g_m\Delta V_{\rm th},
\qquad g_m=\frac{dI}{dV_G}.
$$

The last form requires $g_m$ to vary little over the step. Near threshold this holds only roughly for a step of 11.6 mV: in the first case of the table the inversion charge falls by 30%, while the linear form gives 35%. Repeated capture and emission switches the current between these two levels.

### (d) An electron inside the oxide

Place the sheet at $z=-x$, with $0\le x\le t$. Let $E_1$ be the field between the gate and the sheet, and $E_2$ the field between the sheet and the semiconductor. Gauss's law at the sheet gives

$$
\varepsilon_0\kappa(E_2-E_1)=-\frac{q}{A},
\qquad\text{so}\qquad
E_1=E_2+\frac{q}{\varepsilon_0\kappa A}.
$$

At fixed semiconductor charge, $E_2=-Q_s/(\varepsilon_0\kappa)$ does not change. The voltage across the oxide is

$$
E_1(t-x)+E_2x=E_2t+\frac{q(t-x)}{\varepsilon_0\kappa A}.
$$

The term $E_2t$ was present before capture, so

$$
\Delta V_{\rm th}(x)=\frac{q(t-x)}{\varepsilon_0\kappa A}. \tag{4}
$$

The interface position $x=0$ gives the largest step among positions in the oxide. Halfway through, the step is 5.80 mV. At the metal surface it is zero, because the balancing gate charge lies directly against the electron.

Equation (4) also shows why EOT suffices for an interface electron, even when the insulator is a stack. The extra displacement $q/A$ crosses every layer. If layer $i$ has thickness $t_i$ and relative permittivity $\kappa_i$, the added voltage is $(q/A)\sum_i t_i/(\varepsilon_0\kappa_i)$. EOT is defined by $t/\kappa=\sum_i t_i/\kappa_i$, so this equals equation (2). For an electron inside a stack, the sum includes just the material between the electron and the gate.

### (e) What the sheet says about a point charge

Let $\phi(x,y,z)$ be the change of potential caused by the electron and by a gate change $\delta V_G$. Here $x$ and $y$ are the lateral coordinates, and the electron is at $(x_0,y_0,0)$. In the linear layer,

$$
\nabla\cdot[\varepsilon(z)\nabla\phi]
=q\,\delta(x-x_0)\,\delta(y-y_0)\,\delta(z).
$$

The right side is positive because Poisson's equation has $-\rho$ there and the electron's charge is $-q$. Assume that no electric flux leaves through the side walls. Define the lateral average $\bar\phi(z)=A^{-1}\int\phi\,dx\,dy$. When the equation is averaged over the area, the lateral derivatives become a flux through the walls and vanish:

$$
\frac{d}{dz}\left[\varepsilon(z)\frac{d\bar\phi}{dz}\right]
=\frac{q}{A}\,\delta(z).
$$

This is the equation of a uniform sheet, whatever the values of $x_0$ and $y_0$. Away from the interface $\bar\phi$ is linear in $z$. It runs from $\delta V_G$ at the gate to $\bar\phi_s$ at the interface and to zero at $z=d$. The jump of $\varepsilon\,d\bar\phi/dz$ at $z=0$ gives

$$
-C_s\bar\phi_s-C_{ox}(\bar\phi_s-\delta V_G)=\frac{q}{A},
\qquad
\bar\phi_s=\frac{C_{ox}\delta V_G-q/A}{C_{ox}+C_s}.
$$

With $\delta V_G=0$ this is equation (3). With $\delta V_G=q/(AC_{ox})$ the average surface potential is restored. This independence of position relies on the flux-free walls. In a transistor two of the walls are the conducting source and drain, which take part of the balancing charge. Suppose those two walls of the same structure are held at fixed potential. The gate shift that restores the average surface potential is then 6.8, 11.9 and 14.3 mV for an electron 1, 3.5 and 10 nm from one of them. The rest of this part keeps the flux-free walls.

The local potential is not restored. A finite-volume solution with lateral cells of 1 nm illustrates this, with the electron 3.5 nm from each of two adjacent walls. After the 11.6 mV gate shift, the surface potential in the farthest corner cell is 8.7 mV above its value before capture. The gate shift alone raises the whole interface by 8.87 mV, so the electron's own contribution in that corner is only between $-0.1$ and $-0.2$ mV. Since the average change is zero, the potential must be lowered elsewhere.

This matters for the mobile electrons. Suppose they are dilute, so that their own charge can be neglected, and that before capture their density is uniform in each plane of the layer. Their density is then multiplied locally by $e^{q\phi/k_BT}$, where $k_B$ is Boltzmann's constant and $T$ the temperature. After the sheet-model gate shift, $\bar\phi=0$ in every plane of the layer. Because $e^u\ge1+u$, the lateral average obeys

$$
\overline{e^{q\phi/k_BT}}\ge1+\frac{q\bar\phi}{k_BT}=1 .
$$

The total electron number is therefore at least its value before capture. It also increases with gate voltage. Within this dilute linear model, the gate shift that restores the total number cannot exceed 11.6 mV.

A threshold defined by current is a different matter, because current depends on the path as well as on the number of carriers. A path confined to the far corner would feel little of the trap, whereas a narrow path forced through the lowered region could feel more than the average. The value 11.6 mV is thus the charge-sheet step, and it is neither an upper nor a lower bound on the current-defined step of every individual trap.

Numbers in the example were calculated in double precision.
